The Schottky-Mott Electron Barrier from Vacuum-Level Alignment and from Free-Energy Minimization, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: THE FORM OF THE ANSWER AND THE CLOSING GAP

**What symmetry fixes**

A metal touches a semiconductor over a flat face. An electron at the Fermi level of the metal needs a certain energy to enter the conduction band of the semiconductor right at the interface. This energy is the electron barrier B. Before any charge distribution is calculated, a symmetry argument shows how B can depend on the two materials.

Each separate body is described by energies measured from a point just outside its surface. The metal work function Φ_M is the energy needed to take an electron from the Fermi level to rest at that point. The electron affinity χ is the energy gained when an electron at rest just outside the semiconductor enters at the bottom of the conduction band. Both contain the effect of the dipole layer that each surface carries.

Suppose that both faces are coated with identical thin dipole layers, each raising the energy of an electron outside by an amount a. Then Φ_M becomes Φ_M + a and χ becomes χ + a. When the faces are pressed together, the two layers stand back to back as mirror images. An electron that crosses climbs a on leaving the metal and descends a on entering the semiconductor, so the barrier is unchanged:

B(Φ_M + a, χ + a) = B(Φ_M, χ).

Choosing a = −χ shows that B depends on the two energies through their difference alone: B = F(Φ_M − χ).

Now coat the metal face alone. The work function rises by a, and an electron crossing the junction meets an additional step a that nothing cancels. If the rest of the interface does not respond, the barrier rises by a:

F(u + a) = F(u) + a, with u = Φ_M − χ.

Setting u = 0 gives F(a) = F(0) + a, and therefore

B = Φ_M − χ + c.

Here c is an energy that does not depend on Φ_M or χ. Dimensions would still allow it to be built from the band gap or the thermal energy kT. One special case settles it. Choose a so that the metal has the same work function as the semiconductor. No electrons then flow on contact, the bands stay flat, and B equals the separation of conduction band and Fermi level in the bulk semiconductor. That separation is the semiconductor work function minus χ, which here is Φ_M − χ. Hence c = 0.

The weak point is the phrase "if the rest of the interface does not respond". In general the charge on both sides rearranges when a step is inserted, and this charge produces potential drops of its own. Two derivations follow, each of which calculates these drops and shows when they vanish. The first follows the electrostatic potential while a gap between the bodies closes. The second minimizes a free energy.

**Levels and conventions**

The semiconductor fills x > 0, the metal fills x < −d, and a vacuum gap of width d lies between them. The elementary charge q is positive, so an electron has charge −q. Energies are electron energies. In formulas they are in joules; numerical values are given in eV. The system is in thermal equilibrium, and its common Fermi level E_F is the zero of energy.

The local vacuum level v(x) is, in the gap, the energy of an electron at rest at x. Inside each solid it is continued as a reference level that follows the macroscopic electrostatic potential φ:

v(x) = −qφ(x) + constant. (1)

The surface dipoles of the separate bodies are already contained in Φ_M and χ. They are therefore left out of φ, and the same constant serves throughout. This bookkeeping is correct if contact leaves both surface dipoles as they were. That is the central physical assumption, and it is what "dipole-free junction" means here: the separate surfaces may have dipoles, but the contact creates no new one.

Deep in the metal, where there is no net charge, the levels have the same spacing as in the isolated metal, so v = Φ_M. In the semiconductor the conduction-band edge lies χ below the local vacuum level:

E_C(x) = v(x) − χ. (2)

The barrier is the value of this edge just inside the semiconductor, with E_F = 0:

B = E_C(0+) = v_s − χ, where v_s = v(0+). (3)

Deep in the semiconductor v equals the semiconductor work function,

Φ_S = χ + (E_C − E_F)_bulk. (4)

The local vacuum level must not be confused with the energy of an electron at rest infinitely far away. The latter is one number for the whole system. Two connected bodies with different work functions have different local vacuum levels outside their faces, and an electric field exists in the space between.

**Charge and the vacuum level**

Let ε_r be the relative permittivity of the semiconductor and ε0 the vacuum permittivity. Poisson's equation in a uniform region of permittivity ε reads φ″ = −ρ/ε, where ρ is the charge density. Differentiating (1) twice gives

v″ = −qφ″ = qρ/ε. (5)

Where the permittivity changes but no charged sheet is present, εv′ is continuous. A finite charge density changes the slope of v gradually. Even a single charged sheet changes the slope and not the value. A jump in v requires two opposite sheets very close together, with a finite product of charge and separation: a dipole layer.

Write the positive charge per area in the semiconductor as ε0D. This defines D, which has the unit of a field. Integrating (5) from the surface to the interior, where v′ = 0, gives

ε0D = ∫₀^∞ ρ dx = (ε_rε0/q)[0 − v′(0+)],

so that

v′(0+) = −qD/ε_r. (6)

Continuity of εv′ then gives the slope in the gap as −qD. The gap contains no charge, so the slope is constant, and the vacuum level falls by qDd from the metal surface to the semiconductor surface.

The metal carries the opposite charge in a thin layer. Let g be its number of electron states per volume and energy at the Fermi level. Where v lies slightly below its bulk value, the states are lowered and more of them fill. The excess electron density is g(Φ_M − v), and the charge density is ρ = −qg(Φ_M − v). Equation (5) becomes

v″ = (q²g/ε0)(v − Φ_M) = (v − Φ_M)/λ², with λ² = ε0/(q²g).

This is linear Thomas-Fermi screening, and λ is the screening length. The solution that returns to Φ_M deep in the metal is

v = Φ_M − A exp[(x + d)/λ].

At the metal surface its slope is −A/λ. This must equal the gap slope −qD, so A = qDλ. The vacuum level therefore falls by qDλ inside the metal.

Adding the two drops gives

v_s = Φ_M − qD(d + λ). (7)

With (3), the barrier at any gap width is

B = Φ_M − χ − qD(d + λ). (8)

The Schottky-Mott value follows if the last term vanishes as the gap closes and the metal screens perfectly. Short distances alone do not guarantee this, because D itself depends on d and λ. It remains to show that D stays bounded.

**Why the charge stays bounded**

Let the semiconductor have N_D ionized donors per volume, electron density n and hole density p. Its charge density is ρ = q(N_D + p − n), so (5) reads

ε_rε0 v″ = q²(N_D + p − n).

For carriers that obey Boltzmann statistics, n and p depend on x through v alone:

n = N_C exp[−(v − χ)/kT],
p = N_V exp[(v − χ − E_g)/kT]. (9)

Here N_C and N_V are the effective densities of states of the two bands and E_g is the gap. Multiply the equation for v″ by v′. The left side becomes the derivative of ε_rε0v′²/2. Integrating from x = 0 to the interior gives

−(ε_rε0/2) v′(0+)² = q² ∫ from v_s to Φ_S of (N_D + p − n) dv.

Exchanging the limits removes the minus sign. Inserting (6) turns the left side into q²ε0D²/(2ε_r), and hence

D² = (2ε_r/ε0) ∫ from Φ_S to v_s of (N_D + p − n) dv. (10)

Take Φ_M > Φ_S, so that electrons leave the semiconductor. The integrand is zero at v = Φ_S, where the bulk is neutral, and it grows with v because p rises and n falls. Thus D has the sign of v_s − Φ_S and grows with v_s. Equation (7) now confines v_s. If v_s exceeded Φ_M, then (7) would require D < 0, whereas v_s > Φ_S requires D > 0. If v_s lay below Φ_S, then D would be negative and (7) would place v_s above Φ_M. Both cases are contradictions, so v_s lies between Φ_S and Φ_M.

Consequently D cannot exceed the value D_max that (10) gives for v_s = Φ_M. This value contains neither d nor λ. Therefore

0 ≤ Φ_M − v_s ≤ qD_max(d + λ),

and the right side goes to zero with d + λ. For Φ_M < Φ_S the same argument holds with the signs reversed. In the limit the local vacuum levels on the two sides of the junction coincide at Φ_M, and

B = Φ_M − χ. (11)

The alignment is thus a result of electrostatics with bounded charge and no new dipole.

**The size of the correction**

When depletion bends the bands by several kT, the surface electron density is much smaller than N_D. Holes may be neglected as long as their surface density also stays far below N_D, as it does in the closed-gap example below. The integral in (10) can then be done term by term. The donors contribute N_D(v_s − Φ_S). Since dn/dv = −n/kT, the electrons contribute kT[n(v_s) − n(Φ_S)], which is close to −kTN_D. Thus

D ≈ √[2ε_rN_D(v_s − Φ_S − kT)/ε0]. (12)

For a numerical illustration, round model parameters are used: Φ_M = 4.8 eV, χ = 4.0 eV, E_g = 1.2 eV, ε_r = 10, N_D = 10¹⁶ cm⁻³, N_C = N_V = 2 × 10¹⁹ cm⁻³, λ = 0.05 nm and a temperature of 300 K, for which kT = 0.02585 eV. In the bulk n is very nearly N_D, and (9) gives

(E_C − E_F)_bulk = kT ln(N_C/N_D) = 0.02585 eV × ln 2000 = 0.1965 eV.

Hence Φ_S = 4.1965 eV and Φ_M − Φ_S = 0.6035 eV.

For (12), set v_s = Φ_M. The donor density is 10⁻⁵ nm⁻³, and q/ε0 is 18.1 V nm. With energies in eV,

D² ≈ 2 × 10 × 18.1 × 10⁻⁵ × (0.6035 − 0.0259) V²/nm² = 0.00209 V²/nm²,

so D ≈ 0.0457 V/nm. A numerical solution of the full nonlinear problem at closed gap gives 0.0456 V/nm. The metal drop is then 0.0456 V/nm × 0.05 nm, which corresponds to 2.3 meV, and the barrier is 0.7977 eV.

The same solution can be followed as the gap closes:

d = 10000 nm: B = 0.1967 eV, gap drop 0.6033 eV
d = 100 nm: B = 0.2219 eV, gap drop 0.5778 eV
d = 10 nm: B = 0.4882 eV, gap drop 0.3102 eV
d = 1 nm: B = 0.7539 eV, gap drop 0.0439 eV
d = 0.1 nm: B = 0.7932 eV, gap drop 0.0045 eV

At the widest gap the bodies behave like two distant plates joined by a wire. Nearly the whole work-function difference lies across the gap, and the semiconductor bands are almost flat. As the gap closes, the drop moves from the gap into the semiconductor. Between 1 nm and 0.1 nm the gap drop falls by almost the same factor as d, because D has nearly reached its limit. Between 100 nm and 10 nm it falls by less than a factor of two, because D is still growing strongly.

Each of these barriers was tested against the joint solution of (7) and (10), and they agree within 2 × 10⁻⁵ eV. When the closed-gap result is extrapolated to λ = 0, the barrier is 0.8000 eV, or 1.2817 × 10⁻¹⁹ J, as (11) requires.

SECOND HALF: THE MINIMUM OF THE FREE ENERGY, AND WHAT EACH DERIVATION ASSUMES

**Symbols and results carried over**

The metal has work function Φ_M and screening length λ. The semiconductor has affinity χ, work function Φ_S, gap E_g, relative permittivity ε_r, donor density N_D and effective densities of states N_C and N_V. Its electron and hole densities are n and p. It fills x > 0 and is separated from the metal by a vacuum gap d. The positive charge per area in the semiconductor is ε0D, and q is the positive elementary charge. The barrier B is the conduction-band edge just inside the semiconductor minus the Fermi level. The first half found

B = Φ_M − χ − qD(d + λ), (8)

with D bounded, so that B tends to Φ_M − χ as d + λ goes to zero. In the model example Φ_M = 4.8 eV, χ = 4.0 eV, Φ_S = 4.1965 eV, kT = 0.02585 eV, λ = 0.05 nm and q/ε0 = 18.1 V nm.

**The energy of a given charge transfer**

The second derivation does not start from a common Fermi level, and it draws no vacuum level through the junction. It asks how many electrons move, and to which places, when the free energy of the whole system is as low as possible at fixed temperature.

Let N be the number of electrons per area that have passed from the semiconductor to the metal. Holes are left out at first. Conservation of electrons requires

N = ∫₀^∞ (N_D − n) dx. (13)

The free energy per area, G, has three kinds of terms. First, each electron added to the neutral metal at its Fermi level lowers the energy by Φ_M relative to rest just outside, which gives −Φ_MN. Second, each conduction electron in the semiconductor has energy −χ relative to the same kind of outside point, together with the thermal free energy of a dilute gas. Per volume this is −χn + f(n), with

f(n) = kT n[ln(n/N_C) − 1], f′(n) = kT ln(n/N_C). (14)

The derivative follows from the product rule: differentiating the factor n leaves ln(n/N_C) − 1, and differentiating the logarithm adds n × (1/n) = 1. Third, there is the energy of separated charge.

The separated charge produces a field that points from the positive semiconductor to the negative metal. Let E(x) be its magnitude. By Gauss's law it is D = qN/ε0 in the gap, and in the semiconductor

ε_rε0E(x) = q ∫ from x to ∞ of (N_D − n) dx′. (15)

The field energies of gap and semiconductor are

U_gap = ε0D²d/2,
U_s = ∫₀^∞ (ε_rε0E²/2) dx.

In the metal the N extra electrons lie in a layer of density (N/λ)exp(−s/λ), where s is the depth below the surface. The field at depth s is D exp(−s/λ), and its energy is

(ε0D²/2) ∫₀^∞ exp(−2s/λ) ds = ε0D²λ/4.

Squeezing extra electrons into the metal also costs energy, since they must occupy states above the Fermi level. An excess density m costs m²/(2g) per volume, where g is the density of states at the Fermi level. With λ² = ε0/(q²g), that is 1/g = q²λ²/ε0, this cost is

(1/2g)(N²/λ²)(λ/2) = q²N²λ/(4ε0) = ε0D²λ/4.

The last step uses qN = ε0D. The two parts are equal, and together they give

U_m = ε0D²λ/2.

The metal acts like an additional gap of width λ. The total is

G = −Φ_MN + ∫₀^∞ [−χn + f(n)] dx + U_gap + U_s + U_m. (16)

Electrostatics with bounded charge and no new dipole has given B = Φ_M − χ in the limit of a closed gap and perfect screening, and the free energy of a given charge transfer has been written down. It remains to minimize that free energy, read the barrier from the result, and examine what a dipole at the junction changes and what each derivation assumes.
